# Why wavevector goes to zero before frequency in Green-Kubo heat transport: a program that tests the result

```python
"""
Result under test: for a conserved energy, the longitudinal Green-Kubo response
    kappa(q,s) = C*s*D(q,s) / (s + q^2*D(q,s)),   s = -i*omega,
vanishes for omega -> 0 at fixed q != 0, but gives the conductivity kappa
when q -> 0 is taken first. D(q,s) itself has no such ambiguity.
Symbols: q wavevector, omega angular frequency, C heat capacity per volume,
D diffusivity, tau phonon lifetime, v phonon speed, mu direction cosine along q,
Gamma = D*q^2 diffusive decay rate.
Phonon part: lengths in nm, times in ps. Chain part: reduced units, kB = 1.
The phonon operator is discretized over directions and solved numerically;
the chain is integrated by molecular dynamics.
"""
import numpy as np
from scipy.constants import hbar, k as k_boltzmann

# ---------------- grey phonons, rough regime of silicon at 300 K -------------
temperature = 300.0            # K
heat_capacity = 1.6e6          # J/(m^3 K)
speed = 6.0                    # nm/ps
tau = 8.0                      # ps
mean_free_path = speed * tau
D0 = speed**2 * tau / 3        # nm^2/ps = 1e-6 m^2/s
kappa = heat_capacity * D0 * 1e-6


def directions(count):
    mu, weight = np.polynomial.legendre.leggauss(count)
    return mu, weight / 2


def phonon_operator(q, mu, weight, rate):
    """Relaxation operator, energy vector and longitudinal current vector."""
    energy = np.sqrt(weight)
    back = energy * rate / np.sqrt(np.sum(weight * rate))
    operator = np.diag(rate + 1j * q * speed * mu) - np.outer(back, back)
    return operator, energy, energy * speed * mu


def grey_operator(q, count=64):
    mu, weight = directions(count)
    return phonon_operator(q, mu, weight, np.full(count, 1 / tau))


def response(q, omega):
    """kappa(q,omega)/kappa from a direct solution of the phonon equation."""
    operator, energy, current = grey_operator(q)
    shifted = operator - 1j * omega * np.eye(len(energy))
    return current @ np.linalg.solve(shifted, current) / D0


def diffusivity_formula(q, s):
    x = q * mean_free_path
    u = 1 + s * tau
    return (x / np.arctan(x / u) - u) / (tau * q**2)


def running_integral(parts, times):
    """Time integral of the current correlation, divided by D0."""
    operator, energy, current = parts
    rates, modes = np.linalg.eig(operator)
    share = (current @ modes) * np.linalg.solve(modes, current)
    decay = np.exp(-np.outer(times, rates))
    return ((1 - decay) @ (share / rates)).real / D0


times = np.geomspace(0.1, 1e6, 4000)
periods = [100.0, 1000.0, 10000.0]     # nm

# Closed response formula against the discretized equation
for period in periods:
    q = 2 * np.pi / period
    for omega in [1e-5, 1e-3, 0.03, 0.2]:
        s = -1j * omega
        D = diffusivity_formula(q, s)
        formula = s * D / (s + q**2 * D) / D0
        assert abs(response(q, omega) - formula) < 1e-6 * abs(formula) + 1e-10

print("GREY PHONONS")
print(f"temperature = {temperature:.0f} K")
print(f"heat capacity = {heat_capacity/1e6:.2f} MJ/(m^3 K)")
print(f"speed = {speed:.1f} nm/ps, lifetime = {tau:.1f} ps")
print(f"mean free path = {mean_free_path:.1f} nm")
print(f"diffusivity = {D0*1e-2:.3f} cm^2/s")
print(f"conductivity = {kappa:.1f} W/(m K)")

peaks = {}
for period in periods:
    q = 2 * np.pi / period
    parts = grey_operator(q)
    operator, energy, current = parts
    total = current @ np.linalg.solve(operator, current) / D0
    assert abs(total) < 1e-8          # complete time integral is zero
    curve = running_integral(parts, times)
    peaks[period] = curve.max()
    print(f"period {period/1000:.1f} um: q*mfp = {q*mean_free_path:.4f}, "
          f"1/Gamma = {1/(D0*q*q)/1000:.4g} ns")
    print(f"  peak K/kappa = {curve.max():.5f} at {times[curve.argmax()]:.2f} ps")
check = running_integral(grey_operator(2*np.pi/1000, 32), times).max()
shift = abs(check - peaks[1000.0])
assert shift < 1e-6
print(f"peak shift at 1 um, 32 to 64 directions = {shift:.1e}")

# Time-domain anatomy at a period of 10 um
q = 2 * np.pi / 10000
x = q * mean_free_path
gamma = D0 * q**2
parts = grey_operator(q)
operator, energy, current = parts
curve = running_integral(parts, times)
rates, modes = np.linalg.eig(operator)
energy_share = (energy @ modes) * np.linalg.solve(modes, energy)
slope = (np.exp(-np.outer(times, rates)) @ (-rates * energy_share)).real
assert np.max(abs(curve + slope / q**2 / D0)) < 1e-6
late = running_integral(parts, np.array([1 / gamma]))[0]
assert abs(late * np.e - 1) < 0.01
current_share = (current @ modes) * np.linalg.solve(modes, current)
tail = (current_share @ np.exp(-rates / gamma)).real / (speed**2 / 3)
assert abs(tail / (-gamma * tau / np.e) - 1) < 0.01
peak_time = tau * np.log(1 / (gamma * tau))
assert abs(times[curve.argmax()] / peak_time - 1) < 0.05
print(f"10 um: K/kappa at t=1/Gamma = {late:.4f}")
print(f"10 um: current correlation there / initial = {tail:.3e}")
print(f"10 um: Gamma*tau = {gamma*tau:.3e}, peak-time law = {peak_time:.2f} ps")

# The two orders of limits
print("fixed period 10 um, falling frequency: Re kappa(q,w)/kappa")
for omega in [1e-3, 1e-4, 1e-5, 1e-6]:
    value = response(q, omega).real
    print(f"  w = {omega*1000:.3f} rad/ns: {value:.6f}")
assert abs(value / (omega / gamma)**2 - 1) < 0.005
print("fixed w = 1 rad/ns, growing period: Re kappa(q,w)/kappa")
for period in [1e3, 1e4, 1e5]:
    value = response(2 * np.pi / period, 1e-3).real
    print(f"  period = {period/1000:.0f} um: {value:.6f}")
assert abs(value - 1 / (1 + (1e-3 * tau)**2)) < 1e-5

# Height and place of the spectral maximum; approximate spectrum around it
omega_star = q * speed / np.sqrt(3)
grid = omega_star * np.linspace(0.8, 1.2, 81)
spectrum = np.array([response(q, w).real for w in grid])
assert abs((1 - spectrum.max()) / (4 * x**2 / 15) - 1) < 0.05
assert abs(grid[spectrum.argmax()] / omega_star - 1) < 0.03
for w in [gamma / 3, gamma, 10 * gamma, 0.05]:
    approximate = w**2 / (w**2 + (gamma - w**2 * tau)**2)
    assert abs(response(q, w).real / approximate - 1) < 0.01
print(f"10 um: spectral maximum/kappa = {spectrum.max():.6f} "
      f"near {omega_star*1000:.3f} rad/ns")

# Static drive, steady heating, diffusion pole, transverse current at 1 um
q = 2 * np.pi / 1000
x = q * mean_free_path
operator, energy, current = grey_operator(q)
driven = np.linalg.solve(operator, current)
gradient = 1j * q * (energy @ driven)
assert abs(gradient - 1) < 1e-9 and abs(current @ driven) / D0 < 1e-9
heated = np.linalg.solve(operator, energy)
measured = (-(current @ heated) / (1j * q * (energy @ heated))).real
assert abs(measured / diffusivity_formula(q, 0.0) - 1) < 1e-8
s = -1j * 2e-3
driven = np.linalg.solve(operator + s * np.eye(len(energy)), current)
net_drive = 1 - 1j * q * (energy @ driven)
assert abs(current @ driven / net_drive / diffusivity_formula(q, s) - 1) < 1e-7
pole = np.linalg.eigvals(operator).real.min()
assert abs(pole * tau / (1 - x / np.tan(x)) - 1) < 1e-8
print(f"1 um static drive: thermal gradient/drive = {gradient.real:.6f}")
print(f"1 um steady heating: C*D(q,0)/kappa = {measured/D0:.5f}")
print(f"1 um exact diffusion rate/(D q^2) = {pole/(D0*q*q):.5f}")

mu, weight = directions(24)
angles = 2 * np.pi * np.arange(8) / 8
mu_all = np.repeat(mu, 8)
weight_all = np.repeat(weight, 8) / 8
side = np.sqrt(1 - mu_all**2) * np.tile(np.cos(angles), 24)
operator, energy, current = phonon_operator(
    q, mu_all, weight_all, np.full(len(mu_all), 1 / tau))
side_current = energy * speed * side
transverse = (side_current @ np.linalg.solve(operator, side_current)).real / D0
a = np.arctan(x) / x
assert abs(transverse - 1.5 * (a - (1 - a) / x**2)) < 1e-8
assert abs(current @ np.linalg.solve(operator, current)) / D0 < 1e-8
print(f"1 um static transverse response/kappa = {transverse:.5f}")

# Sizes of neglected effects
long_path = 1000.0
long_part = 0.5 * mean_free_path / long_path
short_path = 0.5 * mean_free_path / (1 - long_part)
mu, weight = directions(64)
mu_two = np.tile(mu, 2)
weight_two = np.concatenate([(1 - long_part) * weight, long_part * weight])
rate_two = np.repeat([speed / short_path, speed / long_path], 64)
assert abs(np.sum(weight_two * (speed * mu_two)**2 / rate_two) / D0 - 1) < 1e-10
print("NEGLECTED EFFECTS")
print(f"two groups: paths {short_path:.1f} and {long_path:.0f} nm, "
      f"long-path heat capacity {100*long_part:.1f} %")
for period in [1000.0, 10000.0]:
    parts = phonon_operator(2 * np.pi / period, mu_two, weight_two, rate_two)
    peak = running_integral(parts, times).max()
    print(f"  period {period/1000:.0f} um: peak K/kappa = {peak:.4f} "
          f"(grey {peaks[period]:.4f})")
ratio = hbar / (tau * 1e-12) / (k_boltzmann * temperature)
quantum = ratio / 2 / np.tanh(ratio / 2) - 1
expansion, bulk_modulus = 8e-6, 1e11   # rough volume expansion 1/K, modulus Pa
capacity_gap = expansion**2 * bulk_modulus * temperature / heat_capacity
print(f"hbar/(tau kB T) = {ratio:.2e}, quantum correction = {quantum:.1e}")
print(f"rough expansion {expansion:.0e} 1/K, modulus {bulk_modulus/1e9:.0f} GPa")
print(f"(Cp-Cv)/C = {capacity_gap:.1e}")

# ---------------- microscopic chain, reduced units ---------------------------
# H = sum p^2/2 + (u_n-u_(n-1))^2/2 + u^4/4, periodic, unit spacing, T = 1
rng = np.random.default_rng(7)
sites, copies, dt = 128, 200, 0.1
chain_T = 1.0


def chain_force(u):
    stretch = u - np.roll(u, 1, axis=0)
    return np.roll(stretch, -1, axis=0) - stretch - u * u * u, stretch


u = np.zeros((sites, copies))
p = rng.normal(size=u.shape) * np.sqrt(chain_T)
force, stretch = chain_force(u)
keep = np.exp(-0.5 * dt)
kick = np.sqrt((1 - keep**2) * chain_T)
for step in range(1000):               # thermostat prepares canonical states
    p += 0.5 * dt * force
    u += dt * p
    force, stretch = chain_force(u)
    p += 0.5 * dt * force
    p = keep * p + kick * rng.normal(size=u.shape)

chain_q = 2 * np.pi / sites
wave = np.exp(-1j * chain_q * np.arange(sites))
transferred = np.zeros_like(u)         # time integral of each local current
uniform, modulated, energy_mode = [], [], []
record_every = 100
for step in range(12001):              # isolated dynamics, no thermostat
    if step % record_every == 0:
        density = p**2 / 2 + u**4 / 4 + np.roll(stretch, -1, axis=0)**2 / 2
        uniform.append(transferred.sum(axis=0))
        modulated.append(wave @ transferred)
        energy_mode.append(wave @ density)
    p += 0.5 * dt * force
    u += dt * p
    force, stretch = chain_force(u)
    p += 0.5 * dt * force
    transferred -= dt * p * stretch
uniform, modulated = np.array(uniform), np.array(modulated)
energy_mode = np.array(energy_mode)


def spread(series, time):
    lag = int(round(time / (dt * record_every)))
    return np.mean(abs(series[lag:] - series[:-lag])**2) / sites


# Local conservation: transferred energy equals the change in stored energy
lattice_factor = 1 - np.exp(1j * chain_q)
stored = energy_mode - energy_mode[0]
mismatch = np.sqrt(np.mean(abs(stored - lattice_factor * modulated)**2)
                   / np.mean(abs(stored)**2))
assert mismatch < 0.03                 # finite time step

chain_kappa = (spread(uniform, 60) - spread(uniform, 20)) / (2 * chain_T**2 * 40)
variance = np.mean(abs(energy_mode)**2) / sites
chain_D = chain_kappa * chain_T**2 / variance
chain_gamma = chain_D * abs(lattice_factor)**2
print("MICROSCOPIC CHAIN (reduced units)")
print(f"sites = {sites}, copies = {copies}, T = {chain_T:.1f}, "
      f"q = {chain_q:.4f}")
print(f"kappa from q=0 = {chain_kappa:.2f}, energy variance = {variance:.3f}")
print(f"1/Gamma = {1/chain_gamma:.0f}, conservation mismatch = {mismatch:.1e}")
print("variance of transferred energy per site")
for time in [100, 400]:
    at_zero, at_q = spread(uniform, time), spread(modulated, time)
    predicted = (2 * variance / abs(lattice_factor)**2
                 * (1 - np.exp(-chain_gamma * time)))
    # 15 percent covers sampling noise and the short microscopic delay
    assert abs(at_q / predicted - 1) < 0.15
    assert at_q < 4 * variance / abs(lattice_factor)**2
    print(f"  t = {time}: q=0 {at_zero:.0f}, q>0 {at_q:.0f}, "
          f"predicted q>0 {predicted:.0f}")
assert at_zero > 2 * at_q
print("OK")
```

It prints:

```
GREY PHONONS
temperature = 300 K
heat capacity = 1.60 MJ/(m^3 K)
speed = 6.0 nm/ps, lifetime = 8.0 ps
mean free path = 48.0 nm
diffusivity = 0.960 cm^2/s
conductivity = 153.6 W/(m K)
period 0.1 um: q*mfp = 3.0159, 1/Gamma = 0.002639 ns
  peak K/kappa = 0.32888 at 5.07 ps
period 1.0 um: q*mfp = 0.3016, 1/Gamma = 0.2639 ns
  peak K/kappa = 0.90476 at 28.34 ps
period 10.0 um: q*mfp = 0.0302, 1/Gamma = 26.39 ns
  peak K/kappa = 0.99761 at 64.74 ps
peak shift at 1 um, 32 to 64 directions = 4.1e-15
10 um: K/kappa at t=1/Gamma = 0.3680
10 um: current correlation there / initial = -1.116e-04
10 um: Gamma*tau = 3.032e-04, peak-time law = 64.81 ps
fixed period 10 um, falling frequency: Re kappa(q,w)/kappa
  w = 1.000 rad/ns: 0.998865
  w = 0.100 rad/ns: 0.874709
  w = 0.010 rad/ns: 0.065105
  w = 0.001 rad/ns: 0.000696
fixed w = 1 rad/ns, growing period: Re kappa(q,w)/kappa
  period = 1 um: 0.066681
  period = 10 um: 0.998865
  period = 100 um: 0.999939
10 um: spectral maximum/kappa = 0.999758 near 2.177 rad/ns
1 um static drive: thermal gradient/drive = 1.000000
1 um steady heating: C*D(q,0)/kappa = 0.97684
1 um exact diffusion rate/(D q^2) = 1.00612
1 um static transverse response/kappa = 0.98248
NEGLECTED EFFECTS
two groups: paths 24.6 and 1000 nm, long-path heat capacity 2.4 %
  period 1 um: peak K/kappa = 0.5522 (grey 0.9048)
  period 10 um: peak K/kappa = 0.9038 (grey 0.9976)
hbar/(tau kB T) = 3.18e-03, quantum correction = 8.4e-07
rough expansion 8e-06 1/K, modulus 100 GPa
(Cp-Cv)/C = 1.2e-03
MICROSCOPIC CHAIN (reduced units)
sites = 128, copies = 200, T = 1.0, q = 0.0491
kappa from q=0 = 2.68, energy variance = 0.843
1/Gamma = 131, conservation mismatch = 7.1e-03
variance of transferred energy per site
  t = 100: q=0 503, q>0 369, predicted q>0 374
  t = 400: q=0 2248, q>0 670, predicted q>0 667
OK
```
